# Why silicon-germanium alloying shifts the normalized heat spectrum toward longer phonon paths

## Definitions and the precise claim

A phonon of angular frequency $\omega$ and group speed $v$ has free path $\Lambda=v\tau$, where $1/\tau$ is the decay rate of its energy. The **free-path spectrum** records how much of the thermal conductivity $\kappa$ is carried by modes with each $\Lambda$. Its median is the path that divides the conductivity into equal halves.

In the model used here, alloying silicon with germanium lengthens no free path. Mass disorder adds a scattering rate to every mode, so every path becomes shorter, and the heat carried beyond any given length cannot increase. What rises is the median of the normalized spectrum: high-frequency modes lose the largest fraction of their contribution, and long acoustic waves make up a larger fraction of what remains.

The model is an isotropic Debye crystal with three branches of equal speed, volume $V_0$ per atom and cutoff $\omega_D=v(6\pi^2/V_0)^{1/3}$. The heat capacity is classical, and each mode relaxes independently. The reference crystal is isotopically pure silicon with anharmonic rate $B\omega^2$. To isolate mass disorder, $v$ and $B$ are kept unchanged on alloying. Mass disorder is treated to second order in the mass error. That the median rises at every disorder strength is a result of this approximation; with higher orders included it can also fall, as the last section explains. Boundaries, optical branches and force-constant disorder are left out. SI units are used.

## Why mass disorder scatters as the fourth power

Write the mass on site $i$ as $\bar M(1+\varepsilon_i)$, with $\varepsilon_i$ uncorrelated between sites and of zero mean. For germanium fraction $c$, the variance is

$$g=\langle\varepsilon^2\rangle=c(1-c)\left(\frac{m_{\rm Ge}-m_{\rm Si}}{\bar M}\right)^2 .$$

Because the three speeds are equal, the Cartesian displacement components decouple and each obeys the same scalar equation. At frequency $\omega$,

$$(K-\omega^2)u=\omega^2\varepsilon u,$$

where $K$ has eigenvalues $\omega_q^2=v^2q^2$. The perturbation carries a factor $\omega^2$ because a mass error acts through inertia.

The first-order average vanishes. To second order in $\varepsilon$, the averaged response has the inverse $\omega_q^2-\omega^2-\Sigma$, with

$$\Sigma=\omega^4g\,\frac1N\sum_{q'}\frac{1}{\omega_{q'}^2-\omega^2-i0}.$$

Let $D(\omega)$ be the density of states per atom and branch. Since $\operatorname{Im}[1/(x-i0)]=\pi\delta(x)$ and $\delta(\omega_{q'}^2-\omega^2)=\delta(\omega_{q'}-\omega)/(2\omega)$ for positive frequencies,

$$\operatorname{Im}\Sigma=\omega^4g\,\frac{\pi D}{2\omega}=\frac{\pi}{2}g\omega^3D.$$

The pole condition $\omega^2=\omega_q^2-\Sigma$ gives $2\omega\operatorname{Im}\omega=-\operatorname{Im}\Sigma$. Energy decays at twice the amplitude rate, so

$$\frac1{\tau_d}=-2\operatorname{Im}\omega=\frac{\pi}{2}g\omega^2D(\omega).$$

In the Debye crystal $D=V_0\omega^2/(2\pi^2v^3)$, and therefore

$$\frac1{\tau_d}=A\omega^4,\qquad A=\frac{gV_0}{4\pi v^3}.$$

Two powers of frequency come from the inertial perturbation and two from the number of final states. Uncorrelated site masses scatter equally into all directions, so the scattered waves carry no net current on average, and this decay rate is also the rate at which heat current is lost.

This law was tested by following waves in time through a lattice with equal numbers of light and heavy sites, placed at random, at $g=0.04$. The two measured decay rates were between 2% and 4% below the formula, and their frequency exponent was 3.97.

## How the conductivity is redistributed

The classical heat capacity per unit volume and frequency is $3k_B\omega^2/(2\pi^2v^3)$. The conductivity per unit frequency is one third of this times $v^2\tau$. Adding the two scattering rates gives

$$\kappa(\omega)=\frac{k_B\omega^2}{2\pi^2v}\,\frac{1}{B\omega^2+A\omega^4}
=\frac{k_B}{2\pi^2vB}\,\frac{1}{1+\omega^2/\omega_0^2},\qquad \omega_0^2=\frac BA .$$

Without disorder the spectrum is flat in frequency, because the growing number of modes cancels their falling lifetime. Disorder leaves the part well below $\omega_0$ nearly untouched and suppresses the part above it.

Define $X=\omega_D/\omega_0$. Integrating up to the cutoff gives

$$\kappa_{\rm pure}=\frac{k_B\omega_D}{2\pi^2vB},\qquad
R\equiv\frac{\kappa_{\rm alloy}}{\kappa_{\rm pure}}=\frac{\arctan X}{X}.$$

Since $V_0/v^3=6\pi^2/\omega_D^3$, the disorder parameter is

$$X^2=\frac{A\omega_D^2}{B}=\frac{gV_0\omega_D^2}{4\pi v^3B}=\frac{3\pi g}{2B\omega_D}.$$

### The median rises at every disorder strength

Let $\Lambda_D=v/(B\omega_D^2)$ be the shortest path in the pure crystal. With $y=\omega/\omega_0$, an alloy mode has

$$\Lambda=\frac{v}{B\omega^2(1+y^2)}=\frac{\Lambda_DX^2}{y^2(1+y^2)}.$$

Path falls as frequency rises, so the median path belongs to the median frequency. In the pure crystal this is $\omega_D/2$, which gives $\Lambda_{\rm med}=4\Lambda_D$. In the alloy, $\arctan y=\tfrac12\arctan X$.

Call this value $y=t$ and set $s=t^2$. The double-angle formula gives $X=2t/(1-t^2)$, so $X^2=4s/(1-s)^2$ and

$$\frac{\Lambda_{\rm med}}{\Lambda_D}=\frac{X^2}{s(1+s)}=\frac{4}{(1-s)^2(1+s)}.$$

The derivative of the denominator is $-(1-s)(1+3s)$, which is negative for $0<s<1$. As $X$ grows, so does $s$, and the median rises monotonically. For weak disorder $s\simeq X^2/4$ and the ratio is $4+X^2$ to leading order. For strong disorder $s\to1$ and the ratio approaches $X^2/2$.

### Absolute and normalized heat behave differently

For $L\ge\Lambda_D$, let $y$ mark the alloy mode whose path is $L$, so that $y^2(1+y^2)=X^2\Lambda_D/L$. The alloy heat beyond $L$ is proportional to $\omega_0\arctan y$. In the pure crystal it is proportional to the limiting frequency $\omega_D\sqrt{\Lambda_D/L}=\omega_0y\sqrt{1+y^2}$. The ratio of absolute contributions is

$$h(y)=\frac{\arctan y}{y\sqrt{1+y^2}}.$$

It is below one at every finite $L$ and tends to one as $L\to\infty$, where $y\to0$. This is the sense in which long waves are spared.

The ratio of normalized shares is $h/R$. At $L=\Lambda_D$ it is below one, because all pure-crystal heat lies at or beyond that length while some alloy heat does not. At large $L$ it tends to $1/R>1$. Both $\arctan(y)/y$ and $1/\sqrt{1+y^2}$ decrease with $y$, so $h$ rises steadily with $L$ and the shares cross once, at $h=R$. Beyond the crossing the alloy has the larger share. The short end of its spectrum moves the other way, to shorter paths.

## Why the exponent matters

Suppose the added rate is $\epsilon B\omega^2x^m$, with $x=\omega/\omega_D$, $m>-1$ and small $\epsilon$. The heat density is then proportional to $1-\epsilon x^m$. The median frequency obeys

$$x-\frac{\epsilon x^{m+1}}{m+1}=\frac12\left(1-\frac{\epsilon}{m+1}\right).$$

Put $x=\tfrac12+\delta$ and keep first order:

$$\delta=\frac{\epsilon}{m+1}\left(2^{-m-1}-\frac12\right).$$

Since $\Lambda\propto x^{-2}(1+\epsilon x^m)^{-1}$, the change in $\ln\Lambda_{\rm med}$ is $-4\delta-\epsilon2^{-m}$. Hence

$$\frac{d\ln\Lambda_{\rm med}}{d\epsilon}=\frac{2-2^{1-m}}{m+1}-2^{-m}.$$

The first term is the gain from moving the median to lower frequency. The second is the loss from shortening the path at fixed frequency.

Multiplying by the positive factor $2^m(m+1)$ gives $2^{m+1}-m-3$. This function is convex, equals $-1$ at $m=-1$ and vanishes at $m=1$. It is therefore negative between these points and positive for $m>1$. Weak disorder raises the median to first order if its total exponent $m+2$ exceeds 3; being steeper than the anharmonic $\omega^2$ is not sufficient. The quartic law has $m=2$ and response $+1/4$, in agreement with the weak-disorder result above.

A stronger check compares different scattering laws tuned to the same alloy conductivity in the example below. The median is 3.7 nm for a frequency-independent rate, 4.9 nm for $\omega^2$, 55 nm for $\omega^3$ and 506 nm for $\omega^4$, against 32 nm in the pure crystal. Reduced conductivity alone therefore does not produce the shift.

## How large the effect is

Take 10% germanium at 300 K, with round model parameters $v=6000$ m/s, $V_0=20$ Å$^3$ and $B=10^{-16}$ s. The atomic weights give $g=0.1687$. With $\omega_D=8.616\times10^{13}$ rad/s,

$$X^2=\frac{3\pi(0.1687)}{2(10^{-16})(8.616\times10^{13})}\simeq92.3,\qquad X\simeq9.60.$$

Then $R=\arctan(9.60)/9.60\simeq0.153$, and the conductivity falls from 100.4 to 15.3 W/(m K).

For the median, one more digit is needed because $1-s$ is small. With $X=9.605$, $t=(\sqrt{1+X^2}-1)/X\simeq0.9013$ and $s\simeq0.8123$. With $\Lambda_D=8.08$ nm,

$$\Lambda_{\rm med}=\frac{4(8.08\ {\rm nm})}{(0.1877)^2(1.812)}\simeq506\ {\rm nm}.$$

In this second-order model the median is 0.51 μm, about 16 times the pure-crystal value. Higher orders in the mass error make the shift considerably smaller, as the last section explains. The mode at this new median had a path of about 918 nm before alloying. Its own path has been cut by the factor $1+s=1.81$; the median rose because the heat-carrying population changed.

The 10% point falls from 10 to 3 nm, while the 90% point rises from 0.81 to 33 μm. The shares cross at 11.7 nm. Modes with paths above 1 μm carry 9.0 W/(m K) in the pure crystal and 6.4 W/(m K) in the alloy, yet their share rises from 9% to 42%.

## What to do about it

**Do not infer the spectrum from one average path.** The classical heat capacity is $C=3k_B/V_0$ per unit volume. The single path defined by $\kappa=Cv\Lambda_g/3$ is $3\Lambda_D=24$ nm in the pure crystal, because the average of $\Lambda_D/x^2$ with weight $3x^2$ is $3\Lambda_D$. In the alloy it is $3R\Lambda_D=3.7$ nm. It falls while the median rises, so it would wrongly suggest that a 100 nm alloy layer behaves like bulk material. A frequency-resolved transport calculation is needed when a layer thickness or heater width lies within the broad alloy spectrum.

**To lower conductivity further, target long waves.** Raising the germanium fraction from 10% to 50% lowers the conductivity of the second-order model only from 15.3 to 14.3 W/(m K); with higher orders included the drop is larger, roughly a fifth. Interfaces or grains can act on the waves that mass disorder spares. If a structure capped every path at 1 μm and changed nothing else, the reduction would be less than the 42% share beyond that length, since the capped modes would still carry some heat.

**To remove heat from a device, do not count on the long tail.** Its share is larger in the alloy, but its absolute contribution is not.

## Where the result needs care

In the second-order model, replacing the classical heat capacity by the quantum one at 300 K changes the medians to 39 nm and 554 nm, so the shift survives. Doubling $B$ in the alloy alone reduces its median to 143 nm, still above the pure value. Within that model the direction survives this change, but the size depends strongly on anharmonic scattering.

The disorder rate keeps only the second order in the mass error. In 10% germanium each heavy atom exceeds the mean mass by 123%, so higher orders matter. The leading correction is proportional to $\omega^2$ relative to the formula. It strengthens the scattering, by only several percent for the mode at the quoted alloy median but by much more at intermediate frequencies. Nearer the cutoff the trend reverses: a heavy atom follows its neighbours less and less, so its scattering stops growing and falls well below $A\omega^4$. Modes there carry more heat over short paths than the formula allows. With the single-site scattering summed to all orders in the coherent-potential approximation, the conductivity of 10% germanium is about 19 to 20 W/(m K) and its median about 90 to 150 nm, depending on whether the broadening of strongly scattered modes is kept. The median is then about 3 to 5 times that of the pure crystal rather than 16 times. That margin is not secure. With the classical heat capacity, doubling $B$ in the alloy or using only 5% germanium brings the median to between 18 and 32 nm, at or below the pure value. With the quantum heat capacity at 300 K, where $\hbar\omega_D\simeq2.2\,k_BT$, it stays above the pure 39 nm in these two cases. At 1% germanium it falls to about 8 nm with either heat capacity, against 116 nm at second order. The share carried beyond 1 μm still rises in all these cases, so it is a safer sign of the spared long waves than the median.

The lengths and shares are also not design data for real silicon. The Debye crystal gives every mode the full sound speed, whereas real acoustic branches flatten toward the zone edge and their slow waves carry little heat. This flattening shifts the balance toward long paths, so even before alloying their share is larger than the 9% beyond 1 μm found here.

At the highest frequencies the formal alloy path falls to 0.09 nm, where a travelling phonon is no longer a valid picture. Modes with paths below one wavelength carry 5% of the model conductivity. Leaving them out raises the median to 628 nm, so they do not cause the shift.

The far tail relies on the $B\omega^2$ law continuing to low frequency and on the absence of boundaries. A finite sample will alter the 33 μm point in particular. Normal phonon collisions, which conserve crystal momentum, can also pass heat between spared and strongly scattered modes. Independent relaxation omits this exchange, so quantitative design requires a transport calculation that includes it. The numerical output below gives the remaining values.

## Calculated quantities

```
Lattice test, unit spacing and speed, g = 0.040
 q=0.9425: decay rate 0.00245, formula 0.00251
 q=1.4137: decay rate 0.01227, formula 0.01271
 measured frequency exponent: 3.97
Speed v: 6000 m/s; volume V0: 20 A^3; T: 300 K
Anharmonic coefficient B: 1.0e-16 s
Atomic weights Si, Ge: 28.085, 72.630 u
Debye cutoff w_D: 8.6157e+13 rad/s
Shortest pure path path_D: 8.083 nm
Ge fraction: 0.10; mean mass: 32.5395 u; g: 0.16866
Disorder coefficient A: 1.2428e-42 s^3
X: 9.6047; X^2: 92.250; w0 = w_D/X: 8.9703e+12 rad/s
kappa pure: 100.44 W/(m K)
kappa alloy: 15.34 W/(m K); ratio: 0.1527
Shortest alloy path (formal): 0.0867 nm
10% point: pure 9.98 nm, alloy 3.00 nm
50% point: pure 32.33 nm, alloy 506.49 nm
90% point: pure 808.29 nm, alloy 33419.51 nm
Median alloy/pure: 15.67
Crossing: y = 2.7402, length 11.67 nm
Beyond 1000 nm, pure: 9.03 W/(m K), share 0.0899
Beyond 1000 nm, alloy: 6.43 W/(m K), share 0.4188
Alloy/pure absolute heat beyond 100 um: 0.9937
Composition series (Ge fraction, g, kappa, median path):
 0.001: 0.00251, 74.12 W/(m K), 42.99 nm
 0.010: 0.02413, 36.00 W/(m K), 116.27 nm
 0.100: 0.16866, 15.34 W/(m K), 506.49 nm
 0.500: 0.19562, 14.32 W/(m K), 574.96 nm
Weak disorder, d ln(median)/d strength:
 exponent 2.0: -0.9995
 exponent 2.5: -0.3164
 exponent 3.0: +0.0001
 exponent 4.0: +0.2500
Median path at the same alloy kappa, other disorder laws:
 exponent 0: 3.67 nm
 exponent 2: 4.94 nm
 exponent 3: 54.89 nm
 exponent 4: 506.49 nm
Quantum heat capacity, kappa pure: 88.72 W/(m K)
Quantum heat capacity, kappa alloy: 15.00 W/(m K)
Quantum medians: pure 39.25 nm, alloy 554.33 nm
Alloy median with B doubled: 143.20 nm
Alloy share with path below one wavelength: 0.0506
Alloy median without those modes: 627.60 nm
```
